Residual depolarizing field in a short-circuited ferroelectric plate with Thomas-Fermi electrodes

**1. Result**

A ferroelectric plate of thickness d carries a uniform polarization P normal to its faces. Two identical thick metal electrodes cover the faces and are joined by a wire. The field left in the plate is

E = −(P/ε0) · 2λ/(ε_e d + 2λ ε_b)

Here λ is the Thomas-Fermi screening length of the metal, ε_e the relative permittivity of its ion lattice without the conduction electrons, and ε_b the background relative permittivity of the plate. With the crossover thickness

d* = 2λ ε_b/ε_e

the same result reads

E = −[P/(ε0 ε_b)] · d*/(d + d*)

The first factor is the field of the same plate without any screening charge. The second is the fraction of it that survives the short circuit. The minus sign means that E opposes P.

**2. Model and conventions**

SI units are used. The z axis is normal to the plate, which fills 0 < z < d, and P > 0 points along +z. The left electrode fills z < 0 and the right one z > d. Both are much thicker than λ. The plate is an insulating single domain, and no free charge is trapped in it or at its faces.

The displacement in the plate is

D = ε0 ε_b E + P

This equation fixes the meaning of two inputs. P is the ferroelectric polarization actually present in the plate, and ε_b describes the remaining linear response. A response already contained in P must not be counted again in ε_b. Section 6 treats the case in which the zero-field polarization is known instead.

The potential φ is measured from the neutral interior of the metal. In equilibrium the wire makes the electrochemical potential of the electrons equal in both electrodes. Deep inside a metal this quantity is E_F − eφ, with E_F counted from the band bottom. Since the electrodes are identical, E_F is the same in both, and so is the interior potential. One zero of φ therefore serves for both. The short circuit fixes these interior potentials; it does not require the two faces of the plate to be at the same potential.

**3. Screening in one electrode**

Where the potential is φ, an electron has the additional potential energy −eφ. For the electrochemical potential to stay uniform, the local Fermi energy must become E_F + eφ. If g is the density of states at the Fermi level per volume and energy, both spins included, the electron density changes to first order by g eφ. The charge density is therefore

ρ = −e · (g eφ) = −e² g φ

Gauss's law in the metal is d(ε0 ε_e E)/dz = ρ. With E = −dφ/dz it becomes

−ε0 ε_e φ'' = −e² g φ

φ'' = φ/λ², with λ² = ε0 ε_e/(e² g)

For free electrons the density is proportional to E_F^(3/2), so that

g = dn/dE_F = 3n0/(2E_F)

where n0 is the density in the neutral metal.

The solutions that vanish deep in the electrodes are

left: φ = φ_L exp(z/λ)

right: φ = φ_R exp[−(z − d)/λ]

Their fields at the metal surfaces are −φ_L/λ and +φ_R/λ. The screening charge is spread over a depth of order λ, so there is no sheet of free charge at the interface and D is continuous there. In the metal D equals ε0 ε_e times the field. Hence

D = −ε0 ε_e φ_L/λ, so φ_L = −Dλ/(ε0 ε_e)

D = +ε0 ε_e φ_R/λ, so φ_R = +Dλ/(ε0 ε_e)

The charge per area in the left electrode follows by integrating ρ:

Q_L = −e² g φ_L λ = e² g λ² D/(ε0 ε_e) = D

The last step uses the definition of λ². The same integral on the right gives Q_R = −D. These signs are as expected: P ends in positive bound charge on the right face, and the metal there answers with negative charge.

**4. Short-circuit condition and solution**

There is no free charge in the plate, so D is uniform. P is uniform as well, and therefore so is E. The potential changes across the plate by

φ_R − φ_L = −E d

Inserting the two surface potentials gives

E d + 2Dλ/(ε0 ε_e) = 0

The residual field is now visible as a consequence of finite screening depth. Holding the charge D in a layer of finite thickness costs a potential drop in each metal. With both interiors at the same potential, the plate must carry the opposite drop.

Replace D by ε0 ε_b E + P:

E d + (2λ ε_b/ε_e) E + 2λP/(ε0 ε_e) = 0

E (d + 2λ ε_b/ε_e) = −2λP/(ε0 ε_e)

Multiplying both sides by ε_e and dividing by ε_e d + 2λ ε_b gives the first form in Section 1. For the second form, use 2λ/ε_e = d*/ε_b on the right-hand side.

The displacement follows from the second form:

D = P + ε0 ε_b E = P − P d*/(d + d*) = P d/(d + d*)

The screening charge per area is thus smaller than P for any finite λ. Setting D = P at the outset would lose the term 2λ ε_b in the denominator.

**5. Limits**

**Ideal metal.** As λ → 0 with the other quantities fixed, d* → 0. Then E → 0 and D → P.

**Thick plate.** For d ≫ d*,

E ≈ −2λP/(ε0 ε_e d)

The field falls as 1/d, and the background permittivity has dropped out. The plate voltage does not vanish but tends to a constant:

E d → −2λP/(ε0 ε_e)

The reason is that D tends to P, which fixes the drop in each electrode. The approximate field is too large in magnitude by the fraction d*/d of the full result.

**Thin plate.** For d ≪ d*, E → −P/(ε0 ε_b) and D → 0, as for a plate with no electrodes. This limit is formal when d* is comparable to a lattice spacing, because a plate so thin has no well-defined continuum permittivity.

**Dependence on the metal.** Since λ itself contains ε_e, the two should not be varied independently at fixed density of states. Substituting λ gives

λ/ε_e = √[ε0/(ε_e e² g)]

A larger lattice permittivity lengthens λ but shortens λ/ε_e, the combination that sets d*. It therefore reduces the residual field.

**6. Three extensions of the same balance**

**Interface steps and applied voltage.** A metal-insulator contact generally has a potential step of its own. Let the potential rise by w_L on going from the left metal into the plate, and by w_R on going from the right metal into the plate. Both are taken to be independent of P. The potentials just inside the plate are then φ_L + w_L and φ_R + w_R, and

−E d = (φ_R + w_R) − (φ_L + w_L)

E d + 2Dλ/(ε0 ε_e) = w_L − w_R

Solving as before,

E = −[P/(ε0 ε_b)] · d*/(d + d*) + (w_L − w_R)/(d + d*)

Equal steps cancel. Unequal steps add a field that does not change sign when P is reversed, so the magnitudes of E in the two polarization states differ.

A voltage V, defined as the interior potential of the left electrode minus that of the right one, enters the balance in the same place as w_L − w_R. With equal steps, the field in the plate is removed by V = 2λP/(ε0 ε_e), whatever the thickness. At this voltage D = P.

**Polarization that responds to the field.** Suppose that the known quantity is the zero-field polarization P_s, and that the field changes it only slightly, so that P = P_s + ε0 χ E. Then

D = ε0 (ε_b + χ) E + P_s

This has the form used above with ε_b replaced by ε_b + χ and P by P_s. The field is

E = −(P_s/ε0) · 2λ/[ε_e d + 2λ(ε_b + χ)]

The fractional change of P is then 2λχ/[ε_e d + 2λ(ε_b + χ)], which is small only for d ≫ 2λχ/ε_e. With the parameters of Section 8 and χ = 50 it is already 28 % at d = 10 nm. If the change of P is not small, the balance must be solved together with the ferroelectric equation of state.

**Effective screening length.** The metal enters the short-circuit condition through its potential drop per unit D. If a better interface calculation gives this drop as Dℓ/ε0 at each electrode, then λ/ε_e is replaced by ℓ:

E = −(P/ε0) · 2ℓ/(d + 2ℓ ε_b)

**7. Nonlinear screening**

The linear relation between ρ and φ requires |eφ| ≪ E_F. For a free-electron metal the size of the error can be found. Define

u = eφ/E_F, s = eDλ/(ε0 ε_e E_F)

The number s is the surface value of |u| in linear screening. The local density is n0(1 + u)^(3/2), and Poisson's equation becomes

ε0 ε_e φ'' = e n0 [(1 + u)^(3/2) − 1]

Multiply by e/(ε0 ε_e E_F). For free electrons λ² = 2ε0 ε_e E_F/(3n0 e²), so the prefactor e² n0/(ε0 ε_e E_F) equals 2/(3λ²):

u'' = [2/(3λ²)] [(1 + u)^(3/2) − 1]

Multiplying by u' and integrating from the interior, where u = u' = 0, gives

½ u'² = [2/(3λ²)] {(2/5)[(1 + u)^(5/2) − 1] − u}

The expansion (1 + u)^(5/2) = 1 + 5u/2 + 15u²/8 + 5u³/16 − 5u⁴/128 + … turns the brace into 3u²/4 + u³/8 − u⁴/64 + …. Therefore

λ² u'² = u² + u³/6 − u⁴/48 + …

At the surface the metal's field has magnitude D/(ε0 ε_e), so λ|u'| = s. On the right, where u > 0, the square root gives

s = u √(1 + u/6 − u²/48 + …) = u + u²/12 − u³/72 + …

The cubic coefficient is −1/96 from the linear term of the root's expansion and −1/288 from its quadratic term. To invert, set u = s + αs² + βs³. The second order requires α + 1/12 = 0. The third requires β + 2α/12 − 1/72 = 0. Thus α = −1/12 and β = 1/36. On the left u is negative, and the same series holds with s → −s:

u_R = s − s²/12 + s³/36 + …

u_L = −s − s²/12 − s³/36 + …

The potential at the depleted left surface has the larger magnitude, since a lower electron density has a smaller density of states and screens less well. The two magnitudes differ by s²/6 to leading order. The short circuit, however, involves only the difference

u_R − u_L = 2s (1 + s²/36 + …)

in which the quadratic terms cancel. The electrode drop thus grows by the fraction s²/36, which is equivalent to enlarging d* by that fraction. From the second form of the result,

d ln|E|/d ln d* = 1 − d*/(d + d*) = d/(d + d*) = D/P

so the leading relative correction to the field is

δE/E = (D/P) s²/36

Here s may be evaluated with the linear D, because the change in D affects only higher orders.

The expansion is meant for small s. A definite limit is reached when the left surface is emptied of electrons, at u = −1. The first integral then gives s² = (4/3)(−2/5 + 1) = 4/5, or s ≈ 0.89. Beyond this value a layer without conduction electrons forms, and the density law above no longer applies in it.

**8. Worked example**

The parameters are round model values: P = 0.30 C/m², d = 10 nm, ε_b = 10, ε_e = 2, and a free-electron metal with n0 = 6 × 10²⁸ m⁻³ and the free electron mass. Its Fermi energy is 5.589 eV. The density of states is

g = 3 × 6 × 10²⁸/(2 × 5.589) = 1.610 × 10²⁸ eV⁻¹ m⁻³

With g per electronvolt, one factor e in e² g converts the energy unit, which leaves e times this number:

λ² = 2 × 8.854 × 10⁻¹²/(1.602 × 10⁻¹⁹ × 1.610 × 10²⁸) = 6.87 × 10⁻²¹ m²

λ = 0.0828 nm

d* = 2 × 0.0828 × 10/2 = 0.828 nm

The surviving fraction is 0.828/10.828 = 0.0765. The open-circuit field has magnitude 3388 MV/m, so

E = −0.0765 × 3388 = −259 MV/m = −2.59 MV/cm

The displacement is D = 0.9235 × 0.30 = 0.277 C/m². Each electrode drops 1.296 V, and the plate voltage is −2.59 V, which balances the two drops. A screening length below a tenth of a nanometre thus leaves a field of hundreds of megavolts per metre in this plate.

At fixed P the thickness dependence is:

d = 2 nm: E = −992 MV/m, E d = −1.98 V, D/P = 0.707
d = 10 nm: E = −259 MV/m, E d = −2.59 V, D/P = 0.923
d = 100 nm: E = −27.8 MV/m, E d = −2.78 V, D/P = 0.992

From 2 to 100 nm the thickness grows 50-fold, but the field falls only by a factor of 36, because it follows 1/(d + d*). The plate voltage approaches its limit of −2.81 V. At 10 nm the thick-plate formula would give −281 MV/m, too large in magnitude by 8 % of the full result.

If the left interface step exceeds the right one by 0.3 V, the added field is +27.7 MV/m. The total is then −232 MV/m for P along +z and +287 MV/m for the reversed polarization.

The nonlinearity parameter is s = 1.296/5.589 = 0.232. The predicted correction to the field is

0.9235 × 0.232²/36 = 0.0014, or 0.14 %

A nonlinear solution of Poisson's equation on a grid through both metals and the plate also gives 0.14 %. Its surface potentials are −1.323 V and +1.273 V. Each differs from the linear value by about 2 %, far more than the field does, as the cancellation of the quadratic terms requires.

With linear screening, the grid solution reproduces the field of −259 MV/m. For four parameter sets, tests of the field, surface potentials and electrode charges agreed with the formulas to within 5 parts in 10⁵. The thin-plate and thick-plate limits and the effect of interface steps were also compared with the grid solution, with tolerances of at most 1 part in 10³. These comparisons check the solution of the model, not the model's fitness for a given interface. The full values are in the numerical output.

**9. Use and limits of validity**

A reliable order of evaluation is λ from g and ε_e, then d*, then E from the second form, and finally D. With equal interface steps and no applied voltage, the sum E d + 2Dλ/(ε0 ε_e) must vanish to rounding error (otherwise it must equal w_L − w_R + V); this catches a wrong sign or a missing factor of two for the two electrodes.

Three conditions deserve attention before the number is used.

First, Thomas-Fermi theory assumes a potential that varies slowly on the scale of the electron wavelength at the Fermi level. In the example this wavelength is 2π/(3π² n0)^(1/3) ≈ 0.52 nm, about six times λ, so this assumption is not met. The value of λ/ε_e is then a model estimate, and an effective length ℓ from an interface calculation is preferable where one is available. The uncertainty is large. For the same electron gas behind an infinite barrier, non-local (random-phase) screening gives a depth of 0.058 nm measured from the edge of the positive background and 0.156 nm measured from the barrier, in place of 0.083 nm. The field at 10 nm is then about −190 or −460 MV/m, a shift far larger than the nonlinear correction of Section 7.

Second, the plate must remain insulating. Its band edges tilt by e|E|d between the faces, while the electrochemical potential stays level. For that level to lie in the gap at both faces, the gap must exceed the tilt, which is 2.6 eV in the example. This is a necessary condition; the band alignment at the contacts can demand more. If it fails, carriers enter the plate and D is no longer uniform.

Third, the result takes a uniform P as given. It does not decide whether the plate can sustain that polarization against the field, or whether it would lower its energy by forming domains. Those questions need the ferroelectric free energy, in which the field derived here enters as the electrostatic part. The same caution applies to the worked example. Its fields, 2.6 MV/cm at 10 nm and 9.9 MV/cm at 2 nm, follow from holding P fixed; a real film may lose its polarization or break down before reaching them.

Computed results

```
polarization P                    0.30 C/m^2
plate thickness d                 10.0 nm
background permittivity eps_b     10.0
electrode permittivity eps_e      2.0
electron density n0               6.00e+28 m^-3
Fermi energy E_F                  5.589 eV
density of states g               1.610e+28 eV^-1 m^-3
Thomas-Fermi length lam           0.08284 nm
lam/eps_e                         0.04142 nm
crossover thickness d*            0.8284 nm
field E, formula                  -259.22 MV/m
field E, formula, converted       -2.592 MV/cm
field E, linear grid solution     -259.22 MV/m
open-circuit field                -3388.2 MV/m
E / open-circuit field            0.07651
displacement D                    0.27705 C/m^2
screened fraction D/P             0.92349
surface potential, each side      1.2961 V
plate voltage E*d                 -2.5922 V
thick-plate limit of E*d          -2.8070 V
field added by 0.3 V step excess  27.70 MV/m
nonlinearity parameter s          0.2319
nonlinear left surface potential  -1.3232 V
nonlinear right surface potential 1.2726 V
field E, nonlinear grid solution  -259.58 MV/m
nonlinear correction, grid        0.1399 %
nonlinear correction, predicted   0.1380 %
fixed P: d (nm), E (MV/m), E*d (V), D/P
     2    -992.41   -1.9848   0.7071
     5    -481.60   -2.4080   0.8579
    10    -259.22   -2.5922   0.9235
    20    -134.77   -2.6953   0.9602
    50     -55.22   -2.7612   0.9837
   100     -27.84   -2.7839   0.9918
```
